Identical silicon nuclei: Coulomb scattering counted at 90 degrees

**Problem**

A beam of bare silicon-28 nuclei, charge number Z = 14 and spin zero, strikes silicon-28 nuclei at rest. The motion is non-relativistic and the force is the Coulomb repulsion V = K/r with K = Z²e²/(4πε₀). A detector accepts a narrow cone at the centre-of-mass angle θ and counts any nucleus that enters it, projectile or recoil.

(a) Find the classical count per target nucleus, per unit solid angle and per unit incident fluence (nuclei per area), σ_cl(θ).

(b) Find the quantum scattering amplitude f(θ) for distinguishable particles.

(c) Find the count σ_B(θ) for the identical nuclei, and show that σ_B = 2σ_cl at θ = 90°.

(d) Evaluate both for a 2 MeV beam and judge what the model leaves out.

Notation: M is the nuclear mass, μ = M/2 the reduced mass, v the relative speed, k = μv/ħ, and E_cm = μv²/2, which is half the beam energy. Further,

η = K/(ħv), D = K/E_cm = 2K/(μv²), so that kD = 2η.

D is the closest approach in a head-on collision. I write s = sin(θ/2) and c = cos(θ/2).

**Hints**

1. In the centre-of-mass frame the nuclei leave back to back. If one leaves at θ, where is the other?

2. For (b), try ψ = e^{ikz}g(r−z). The equation for g is Kummer's equation.

3. For (c), exchanging the nuclei turns r = r₁ − r₂ into −r. Normalize the symmetrized packet before the collision, then ask which directions of r put a nucleus in the detector.

4. At 90°, f(θ) = f(π−θ). Together with |f|² from (b), this is all that the ratio needs.

**Solution**

*(a) Classical count.* Let b be the impact parameter and φ the polar angle of r measured from the symmetry axis of the orbit. The momentum change lies along this axis and has size 2μv s. It is also the time integral of the force component K cos φ/r². Angular momentum conservation, r²dφ/dt = vb, turns dt into r²dφ/(vb), and φ runs from −(π−θ)/2 to (π−θ)/2:

2μv s = (K/vb) ∫ cos φ dφ = (2K/vb) sin[(π−θ)/2] = (2K/vb) c.

Hence b = [K/(μv²)] c/s = (D/2) cot(θ/2). With |db/dθ| = D/(4s²) and sin θ = 2sc,

dσ/dΩ = b|db/dθ|/sin θ = (D/2)(c/s) · D/(4s²) · 1/(2sc) = D²/(16s⁴).

A recoil enters the detector when the projectile leaves at π−θ, for which s is replaced by c. The two kinds of event add:

σ_cl(θ) = (D²/16)(1/s⁴ + 1/c⁴).

At 90°, s⁴ = c⁴ = 1/4, so each term gives D²/4 and σ_cl = D²/2.

*(b) Coulomb amplitude.* Multiplying the Schrödinger equation for the relative motion by −2μ/ħ² gives

∇²ψ + (k² − 2ηk/r)ψ = 0.

Put ψ = e^{ikz}g(ξ) with ξ = r − z. Then |∇ξ|² = 2 − 2z/r = 2ξ/r, ∇²ξ = 2/r and ∂ξ/∂z = z/r − 1 = −ξ/r. Therefore

∇²ψ = e^{ikz}[−k²g − 2ik(ξ/r)g′ + (2ξ/r)g″ + (2/r)g′].

The k² terms cancel. Multiplication by r/2 leaves

ξg″ + (1 − ikξ)g′ − ηk g = 0.

With x = ikξ, so that d/dξ = ik d/dx, division by ik gives

x g″ + (1 − x)g′ + iη g = 0,

where primes now mean d/dx. This is Kummer's equation with parameters a = −iη and 1. Its solution regular at x = 0 is F(x) = Σₙ (a)ₙxⁿ/(n!)², where (a)ₙ = a(a+1)…(a+n−1).

The far field requires F at large |x|. Use

F(x) = (1/2πi) ∮ e^{xt} (1 − 1/t)^{−a} dt/t,

with a counter-clockwise contour around the segment from t = 0 to 1. Expanding (1 − 1/t)^{−a} in 1/t and e^{xt} in t, and taking the residue, reproduces the series.

Since x = i|x|, the exponential decays for Im t → +∞. Run the cuts from 0 and 1 upwards and pull the contour up until it consists of one loop around each cut. On each loop use Hankel's integral, (1/2πi)∫e^u u^{−q}du = 1/Γ(q). Around t = 0 put t = u/x; around t = 1 put t = 1 + u/x. This gives

F ≈ [(−x)^{−a}/Γ(1−a)](1 − a²/x) + e^x x^{a−1}/Γ(a).

The correction −a²/x comes from the next term, (1 − u/x)^{−a} ≈ 1 + au/x, together with 1/Γ(−a) = −a/Γ(1−a). Below the cuts, where the branches are fixed, the phases are −x = kξe^{−iπ/2} and x = kξe^{iπ/2}.

Choose ψ = Ce^{ikz}F with C = e^{−πη/2}Γ(1+iη). In the first term (−x)^{iη} = (kξ)^{iη}e^{πη/2}, so the factors of C cancel and the incident wave is

e^{i(kz + η ln kξ)}[1 + η²/(ikξ)].

It has unit density at large distance. Its 1/ξ correction belongs to the distorted incident wave, although it falls off as fast as the scattered wave.

In the second term x^{−iη−1} = −i e^{πη/2}(kξ)^{−iη−1} and 1/Γ(−iη) = −iη/Γ(1−iη). The product (−i)(−iη) equals −η, and e^{ikz}e^{ikξ} = e^{ikr}. Writing Γ(1+iη)/Γ(1−iη) = e^{2iσ₀}, with σ₀ = arg Γ(1+iη), and ξ = 2rs², we obtain

ψ_sc = f(θ) e^{i(kr − η ln 2kr)}/r,

f(θ) = −[η/(2ks²)] exp(2iσ₀ − iη ln s²).

The logarithm in the outgoing phase does not depend on angle, so it cannot affect interference between θ and π−θ. Also |f|² = η²/(4k²s⁴) = D²/(16s⁴) because η/k = D/2. For distinguishable particles the quantum count |f(θ)|² + |f(π−θ)|² therefore equals σ_cl.

*(c) Identical nuclei.* Let φ(r) be a normalized incoming packet for the relative motion. Exchange sends r to −r, and spin-zero nuclei require an even wave function:

Φ(r) = [φ(r) + φ(−r)]/√2.

Before the collision the two parts lie on opposite sides of the origin and do not overlap, so Φ has norm (1 + 1)/2 = 1. The evolution is linear, and a central potential is unchanged by r → −r. Away from the unscattered beams, the outgoing amplitude is therefore

[f(θ) + f(π−θ)]/√2.

A nucleus enters the detector in direction n if r points along n, when it is nucleus 1, or along −n, when it is nucleus 2. Each possibility contributes ½|f(θ) + f(π−θ)|². Their sum is

σ_B(θ) = |f(θ) + f(π−θ)|².

The factor ½ from normalization is cancelled by the two ways of being counted. At 90° the amplitudes are equal in size and phase:

σ_B = |2f|² = 4|f|², σ_cl = |f|² + |f|² = 2|f|², σ_B/σ_cl = 2.

This is the required result. It holds for any central potential with f(90°) ≠ 0, if the reference is the distinguishable-particle count in the same potential. Since |A + B|² ≤ 2(|A|² + |B|²), 2 is also the largest ratio possible at any angle.

The normalization and the effect of a finite detector were checked without using f, by propagating packets in two dimensions with ħ = μ = 1, the repulsion 6exp(−r²/4.5) and mean wave number 3. A detector reaching 2.5° to either side of 90° gave a ratio of 1.992. Directions slightly off 90° are included, and they can only lower the ratio from 2. The counting of both directions n and −n is an input to this calculation. On the 90° line itself the value 2 follows from the mirror symmetry of the packet, whatever the central force.

*(d) The 2 MeV beam.* The energy in the centre-of-mass frame is 1 MeV, and D = 2.822×10⁻⁴ nm. At 90° the velocity of each nucleus in the laboratory is the sum of two perpendicular vectors of length v/2. Both nuclei thus leave at 45° to the beam with 1 MeV each. The cross-sections per centre-of-mass solid angle are

σ_cl = D²/2 = 3.98×10⁻⁸ nm²/sr = 398 barn/sr,

σ_B = D² = 7.97×10⁻⁸ nm²/sr = 797 barn/sr.

Conversion to laboratory solid angle multiplies both by the same factor, so their ratio is unchanged.

As a test, σ_B was also computed from a sum over even partial waves and σ_cl from numerically integrated orbits. Their ratio was 2.00000.

The impact parameter is D/2 = 1.411×10⁻⁴ nm. At the turning point 1 − D/r − b²/r² = 0, or r² − Dr − D²/4 = 0, so

r_min = (D/2)(1 + √2) = 3.407×10⁻⁴ nm.

This is far outside the rough nuclear touching distance of 7.3×10⁻⁶ nm, which supports neglecting the nuclear force. The beam energy is 7.7×10⁻⁵ of the rest energy, so relativistic corrections are small.

Whether screening by electrons can be neglected depends on the beam energy. With the Ziegler–Biersack–Littmark universal potential, classical orbits give a cross-section at 90° that is 0.972 of the Coulomb value at 2 MeV, but 0.586 at 0.1 MeV. These figures depend on the screening function: the Molière and Kr–C functions with the Firsov length move them by up to 0.007 at 2 MeV and 0.025 at 0.1 MeV. Screening changes both counts. Their ratio at 90° remains exactly 2 if the reference is the quantum count for distinguishable particles in the same screened potential.

**Variation 1: how narrow must the detector be?**

The phase of f(θ) relative to f(π−θ) is −η ln s² + η ln c² = −η ln tan²(θ/2). Expanding σ_B and dividing by σ_cl gives

R(θ) = 1 + [2/(s²c²)] cos[η ln tan²(θ/2)] / (1/s⁴ + 1/c⁴)

= 1 + [2s²c²/(s⁴ + c⁴)] cos[η ln tan²(θ/2)].

Put θ = 90° + δ, with δ in radians within formulas. The derivative of ln tan²(θ/2) is 2/sin θ, which is 2 at 90°, and the prefactor differs from 1 only at order δ². Hence R ≈ 1 + cos(2ηδ) near 90°, with fringes π/η apart.

For the 2 MeV beam η = 115.4. The fringe spacing is 1.56° in the centre-of-mass frame, or 0.78° in the laboratory, where angles are halved. The first minimum above 90° lies at 90.78°, and there the ratio is 3.7×10⁻⁴. A displacement of less than one degree turns doubling into near extinction.

Now let the detector accept a strip of polar angle of full laboratory width w, centred on 45°. Then δ runs from −w to w. The classical count is symmetric about 90° and varies only at order δ², so for small w

mean R ≈ (1/2w) ∫ [1 + cos(2ηδ)] dδ = 1 + sin(2ηw)/(2ηw).

For w = 0.5° = 0.00873 rad, 2ηw = 2.01 and the formula gives 1.45. Integration of the full cross-sections gives 1.973, 1.448, 1.121 and 1.008 for widths of 0.1°, 0.5°, 2° and 10°. The doubling belongs to a detector much narrower than a fringe; a wide one recovers the classical count.

Increasing η, by lowering the beam energy, packs the fringes closer together. The classical limit is therefore reached through averaging over angle, while the value exactly at 90° stays at 2.

Thermal motion of the target blurs the fringes much less. At 300 K equipartition gives a thermal speed v_t = 299 m/s along one axis, a fraction 299/(3.71×10⁶) = 8×10⁻⁵ of v; zero-point motion in the crystal raises it by about 10% (Debye model, Θ = 645 K). A target velocity across the beam has no first-order effect on the centre-of-mass angle seen by a fixed detector at 45°. For a velocity v_t along the beam, the laboratory angle α obeys tan α = (v − v_t) sin θ/[(v + v_t) + (v − v_t) cos θ], and α = 45° requires δ ≈ 2v_t/v = 1.6×10⁻⁴ rad. The resulting change of fringe phase is 2ηδ = 4ηv_t/v ≈ 0.037 rad, twice the rough figure 2ηv_t/v listed in the output, and still only a few hundredths of a radian.

**Variation 2: nuclei that carry electrons**

Suppose the nucleus from the beam leaves with electron cloud u and the one from the target with cloud v, both normalized. Assume that each cloud has the same even number N of electrons, that u and v do not depend on the direction of scattering, and that the final electronic state is this one product. At 90° the direct process puts u at the detector and v opposite; the exchanged process puts v at the detector and u opposite. With S = ⟨u|v⟩, the overlap of these two electronic states is S·S* = |S|². The ratio becomes

R(90°) = ½ ‖ |uv⟩ + |vu⟩ ‖² = ½(1 + 1 + 2|S|²) = 1 + |S|².

For S = 0.6 it is 1.36. Orthogonal clouds, including clouds with different numbers of electrons, give 1: they record which nucleus came from the beam, and the doubling is lost. If N is odd, interchanging the two groups of electrons gives the sign (−1)^{N²} = −1, and the ratio is 1 − |S|². The boson result for bare nuclei therefore cannot be carried over to singly charged silicon ions, each with 13 electrons.

**The model beside real implantation**

For implantation at 0.1 MeV the Coulomb cross-section at 90° needs the large screening correction found above; at 2 MeV that correction is only about 3%. At small angles the nuclei pass at larger distances, and screening matters more. The assumption of bare nuclei is also doubtful at 2 MeV. The ion then moves at 1.70 times the Bohr speed, while a K electron moves at roughly 14 times that speed, so tightly bound electrons are expected to stay with the ion. Depending on the clouds, the ratio for one product state can then lie anywhere from 0 to 2. In natural silicon, a rough silicon-28 fraction of 0.92 would reduce the bare-nucleus ratio to about 1 + 0.92 = 1.92, if the other isotopes are given the same classical cross-section, because they do not interfere with the beam nuclei. A solid target also deflects the nuclei through small angles before and after the close collision. A laboratory deflection of 0.39° is half a fringe. With the universal potential and 50 atoms per nm³, the free path for a deflection larger than this is about 40 nm at 2 MeV and 17 nm at 1 MeV, so a target thicker than a few tens of nanometres averages the fringes away. The factor 2 is thus a property of the stated model at a sharply defined angle, not a prediction for an implanter. The numerical output below lists the values used.

Values computed for the example and the checks

```
Charge number Z: 14
Nuclear mass: 27.9692 u
Beam energy (lab): 2.0 MeV
Energy in cm frame: 1.0 MeV
Relative speed v: 3.7147e+06 m/s
Wave number k: 8.1798e+05 1/nm
Coulomb parameter eta: 115.43
Head-on distance D: 2.8223e-04 nm
Product k D / eta: 2.000000
Impact parameter for 90 deg: 1.4112e-04 nm
Closest approach at 90 deg: 3.4069e-04 nm
Lab angle of each nucleus: 45.0 deg
Lab energy of each nucleus: 1.00 MeV
Projectile alone, 90 deg: 1.9914e-08 nm^2/sr
Classical sum, 90 deg: 3.9828e-08 nm^2/sr
Classical sum, 90 deg: 398.3 barn/sr
Boson result, 90 deg: 7.9655e-08 nm^2/sr
Boson result, 90 deg: 796.6 barn/sr
Ratio boson/classical, 90 deg: 2.00000
First minimum above 90 deg: 90.780 deg (cm)
Ratio at first minimum: 3.70e-04
Fringe spacing near 90 deg: 1.559 deg (cm)
Fringe spacing near 45 deg: 0.780 deg (lab)
Mean ratio, lab window 0.1 deg: 1.973
Mean ratio, lab window 0.5 deg: 1.448
Mean ratio, lab window 2.0 deg: 1.121
Mean ratio, lab window 10.0 deg: 1.008
2D packet test, ratio at 90 deg: 1.992
Far-field amplitude, relative error: 2.1e-05
Screening length: 0.01277 nm
Screened/Coulomb at 2 MeV, 90 deg: 0.972
Screened/Coulomb at 0.1 MeV, 90 deg: 0.586
Rough nuclear touching distance: 7.29e-06 nm
Beam energy / rest energy: 7.68e-05
Thermal speed, one axis, 300 K: 299 m/s
Thermal fringe phase, rough: 0.019 rad
Rough Si-28 fraction, natural Si: 0.92
Ratio with that fraction, rough: 1.92
Ion speed / Bohr speed: 1.70
K-electron speed / Bohr speed, rough: 14
Ratio, cloud overlap 0.6: 1.36
Ratio, orthogonal clouds: 1.00
```
